# Precursor Mole Fraction from Sound Speed by Two-Sided Root Bracketing: test program

```python
"""Mole fraction x of a heavy polyatomic precursor in nitrogen from sound speed.

Result under test: for an ideal mixture c^2 = R T q(x), q = (1 + 1/k)/M, with
M = molar mass and k = Cv/R both mole-averaged. If the precursor has the larger
M and k, q is decreasing and convex, so tangent and chord zeros enclose the
single root x from below and above.
Symbols: T temperature, v molar volume, c sound speed, a_vdw and b_vdw van der
Waals constants, tau relaxation time, omega angular frequency.
Arrays of two hold (nitrogen, precursor). SI units unless a name says otherwise.
The precursor data are rough rounded values in the regime of TiCl4.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import jve

R = const.R
TORR = const.torr
MASSES = np.array([28.01e-3, 189.7e-3])
N2_MODE = np.array([2330.0])
PRECURSOR_MODES = np.array([390.0] + [115.0] * 2 + [500.0] * 3 + [140.0] * 3)


def reduced_quanta(wavenumbers_cm, T):
    return const.h * const.c * 100 * wavenumbers_cm / (const.k * T)


def vibrational_k(wavenumbers_cm, T):
    y = reduced_quanta(wavenumbers_cm, T)
    return np.sum(y**2 * np.exp(-y) / (1 - np.exp(-y))**2)


def heat_capacities(T, scale=1.0):
    return np.array([2.5 + vibrational_k(N2_MODE, T),
                     3.0 + vibrational_k(scale * PRECURSOR_MODES, T)])


def average(x, pair):
    return pair[0] + x * (pair[1] - pair[0])


def q_value(x, masses, ks):
    return (1 + 1 / average(x, ks)) / average(x, masses)


def log_slope(x, masses, ks):
    """Minus d(ln q)/dx."""
    k = average(x, ks)
    return ((masses[1] - masses[0]) / average(x, masses)
            + (ks[1] - ks[0]) / (k * (k + 1)))


def q_slope(x, masses, ks):
    return -q_value(x, masses, ks) * log_slope(x, masses, ks)


def speed(x, T, ks=None):
    ks = heat_capacities(T) if ks is None else ks
    return np.sqrt(R * T * q_value(x, MASSES, ks))


def invert(c, T, tol=1e-12):
    """Return the mole fraction and the list of enclosing brackets."""
    ks = heat_capacities(T)
    target = c**2 / (R * T)

    def h(x):
        return q_value(x, MASSES, ks) - target

    low, high = 0.0, 1.0
    if h(low) < 0 or h(high) > 0:
        raise ValueError("speed outside the range of the mixture")
    brackets = [(low, high)]
    while high - low > tol:
        h_low, h_high = h(low), h(high)
        tangent_zero = low - h_low / q_slope(low, MASSES, ks)
        chord_zero = low - h_low * (high - low) / (h_high - h_low)
        low, high = tangent_zero, chord_zero
        brackets.append((low, high))
        assert len(brackets) < 60
    return 0.5 * (low + high), brackets


def quadratic_roots(target, masses, ks):
    """Roots in (0,1) of target*M*k - k - 1 = 0."""
    dk, dm = ks[1] - ks[0], masses[1] - masses[0]
    poly = target * np.polymul([dm, masses[0]], [dk, ks[0]])
    poly = poly - np.array([0.0, dk, ks[0] + 1])
    roots = np.roots(poly)
    return sorted(r.real for r in roots
                  if abs(r.imag) < 1e-12 and 0 < r.real < 1)


def entropy(T, v, x, b_vdw):
    """Molar entropy over R at fixed composition, up to a constant."""
    def vib(modes):
        y = reduced_quanta(modes, T)
        return np.sum(y / np.expm1(y) - np.log(-np.expm1(-y)))
    return ((1 - x) * (2.5 * np.log(T) + vib(N2_MODE))
            + x * (3 * np.log(T) + vib(PRECURSOR_MODES)) + np.log(v - b_vdw))


def isentrope_speed(x, T, v, a_vdw=0.0, b_vdw=0.0):
    """Sound speed from dp/d(density) along a numerically solved isentrope."""
    start = entropy(T, v, x, b_vdw)
    step, pressures = 1e-4, []
    for sign in (1, -1):
        v_new = v / (1 + sign * step)
        T_new = brentq(lambda t: entropy(t, v_new, x, b_vdw) - start,
                       0.99 * T, 1.01 * T, xtol=1e-11, rtol=1e-14)
        pressures.append(R * T_new / (v_new - b_vdw) - a_vdw / v_new**2)
    density = average(x, MASSES) / v
    return np.sqrt((pressures[0] - pressures[1]) / (2 * step * density))


def vdw_speed(x, T, v, a_vdw, b_vdw):
    k = average(x, heat_capacities(T))
    bracket = (1 + 1 / k) * R * T / (v - b_vdw)**2 - 2 * a_vdw / v**3
    return np.sqrt(v**2 / average(x, MASSES) * bracket)


# Inputs of the example
T = 350.0
pressure = 100 * TORR
c_measured = 330.0
c_noise = 0.1
carrier_sccm = 100.0
frequency = 5e3
duct_radius = 10e-3
viscosity = 2e-5
prandtl = 0.7
collision_diameter = 0.5e-9
collisions_to_relax = 100
a_species = np.array([0.14, 2.5])
b_species = np.array([4e-5, 1.4e-4])
omega = 2 * np.pi * frequency
ks = heat_capacities(T)
v_ideal = R * T / pressure

# Sound speed formula and heat capacities against the entropy definition
for x_test in (0.0, 0.02, 0.3, 1.0):
    for T_test in (300.0, 350.0, 420.0):
        reference = isentrope_speed(x_test, T_test, v_ideal)
        assert abs(speed(x_test, T_test) / reference - 1) < 1e-6

# Monotonicity and convexity for many heavy polyatomic partners
rng = np.random.default_rng(4)
grid = np.linspace(0, 1, 201)
for _ in range(300):
    trial_m = np.array([1.0, 1.0 + rng.uniform(0.05, 15)])
    trial_k = np.array([2.5, 2.5 + rng.uniform(0, 50)])
    values = q_value(grid, trial_m, trial_k)
    assert np.all(np.diff(values) < 0) and np.all(np.diff(values, 2) > 0)

# A heavier partner with smaller heat capacity: two compositions, one speed
bad_m, bad_k = np.array([1.0, 1.2]), np.array([2.5, 1.5])
bad_level = 1.38
two_roots = quadratic_roots(bad_level, bad_m, bad_k)
assert len(two_roots) == 2
for root in two_roots:
    assert abs(q_value(root, bad_m, bad_k) - bad_level) < 1e-12

# Enclosure, convergence bound and recovery from entropy-based speeds
most_steps = 0
for x_test in (1e-4, 0.01, 0.05, 0.2, 0.5, 0.8, 0.99):
    c_test = isentrope_speed(x_test, T, v_ideal)
    found, brackets = invert(c_test, T)
    assert abs(found - x_test) < 1e-6
    exact = quadratic_roots(c_test**2 / (R * T), MASSES, ks)
    assert len(exact) == 1 and abs(found - exact[0]) < 1e-11
    root = exact[0]
    for (a0, b0), (a1, b1) in zip(brackets, brackets[1:]):
        assert a0 - 1e-12 <= a1 <= root + 1e-12
        assert root - 1e-12 <= b1 <= b0 + 1e-12
        d = 1e-5
        curvature = (q_slope(a0 + d, MASSES, ks)
                     - q_slope(a0 - d, MASSES, ks)) / (2 * d)
        K = curvature / (2 * abs(q_slope(b0, MASSES, ks)))
        assert b1 - a1 <= K * (root - a0) * (b0 - a0) * (1 + 1e-6) + 1e-12
    most_steps = max(most_steps, len(brackets) - 1)
for outside in (1.001 * speed(0.0, T), 0.999 * speed(1.0, T)):
    rejected = False
    try:
        invert(outside, T)
    except ValueError:
        rejected = True
    assert rejected

# Worked inversion and its sensitivities
x0, history = invert(c_measured, T)
k0, M0 = average(x0, ks), average(x0, MASSES)
gamma0 = 1 + 1 / k0
D = log_slope(x0, MASSES, ks)
dx_dc = -2 / (c_measured * D)
k_T = (average(x0, heat_capacities(T + 0.1))
       - average(x0, heat_capacities(T - 0.1))) / 0.2
dx_dT = (1 / T - k_T / (k0 * (k0 + 1))) / D
dx_dc_num = (invert(c_measured + 0.05, T)[0]
             - invert(c_measured - 0.05, T)[0]) / 0.1
dx_dT_num = (invert(c_measured, T + 0.1)[0]
             - invert(c_measured, T - 0.1)[0]) / 0.2
assert abs(dx_dc / dx_dc_num - 1) < 1e-5
assert abs(dx_dT / dx_dT_num - 1) < 1e-5


def bias(c_true):
    """Error of the recovered x when a gas of composition x0 has speed c_true."""
    return invert(c_true, T)[0] - x0


# Real-gas effect
a_mix = average(x0, np.sqrt(a_species))**2
b_mix = average(x0, b_species)
v_dense = v_ideal / 20
dense_ref = isentrope_speed(x0, T, v_dense, a_mix, b_mix)
assert abs(vdw_speed(x0, T, v_dense, a_mix, b_mix) / dense_ref - 1) < 1e-6
assert abs(dense_ref / speed(x0, T) - 1) > 1e-4
v_real = brentq(lambda v: R * T / (v - b_mix) - a_mix / v**2 - pressure,
                0.9 * v_ideal, 1.1 * v_ideal)
c_vdw = vdw_speed(x0, T, v_real, a_mix, b_mix)

# Vibrational relaxation of the precursor
reduced_mass = MASSES[0] * MASSES[1] / MASSES.sum() / const.N_A
relative_speed = np.sqrt(8 * const.k * T / (np.pi * reduced_mass))
collision_rate = (pressure / (const.k * T) * np.pi * collision_diameter**2
                  * relative_speed)
tau = collisions_to_relax / collision_rate
k_slow = x0 * (ks[1] - 3.0)
k_fast = k0 - k_slow


def relaxing_speed(w):
    k_w = k_fast + k_slow / (1 + 1j * w * tau)
    return 1 / np.real(1 / np.sqrt(R * T / M0 * (1 + 1 / k_w)))


for w in (omega, 0.5 / tau, 3 / tau):
    # Unknowns: relative gas and vibrational temperature per relative density
    balance = np.array([[k_fast, k_slow], [-1.0, 1 + 1j * w * tau]])
    gas_response = np.linalg.solve(balance, np.array([1.0, 0.0]))[0]
    c_complex = np.sqrt(R * T / M0 * (1 + gas_response))
    assert abs(relaxing_speed(w) * np.real(1 / c_complex) - 1) < 1e-12
c_relaxing = relaxing_speed(omega)
c_frozen = np.sqrt(R * T / M0 * (1 + 1 / k_fast))
k_n2_vib = (1 - x0) * (ks[0] - 2.5)
c_n2_frozen = np.sqrt(R * T / M0 * (1 + 1 / (k0 - k_n2_vib)))


# Viscous and thermal wall layers in a circular duct
def wall_terms(x):
    gamma = 1 + 1 / average(x, ks)
    nu = viscosity * R * T / (pressure * average(x, MASSES))
    return gamma, nu, nu / prandtl


def wall_shift(x):
    gamma, nu, alpha = wall_terms(x)
    return ((np.sqrt(nu) + (gamma - 1) * np.sqrt(alpha))
            / (duct_radius * np.sqrt(2 * omega)))


def layer_function(diffusivity):
    z = duct_radius * np.sqrt(-1j * omega / diffusivity)
    return 2 * jve(1, z) / (z * jve(0, z))


gamma_w, nu_w, alpha_w = wall_terms(x0)
index = np.sqrt((1 + (gamma_w - 1) * layer_function(alpha_w))
                / (1 - layer_function(nu_w)))
bessel_shift = 1 - 1 / abs(index.real)
assert abs(wall_shift(x0) / bessel_shift - 1) < 0.03
c_duct = c_measured * (1 - wall_shift(x0))
x_raw = invert(c_duct, T)[0]
x_corrected = invert(c_duct / (1 - wall_shift(x_raw)), T)[0]
assert abs(x_corrected - x0) < 0.1 * abs(x_raw - x0)
cut_on = 1.8412 * c_measured / (2 * np.pi * duct_radius)
assert frequency < cut_on

# Third gas: 0.01 of the mixture is HCl in place of nitrogen
hcl = 0.01
M_hcl = M0 + hcl * (36.46e-3 - MASSES[0])
k_hcl = k0 + hcl * (2.5 - ks[0])
c_hcl = np.sqrt(R * T / M_hcl * (1 + 1 / k_hcl))

# Uncertain wavenumbers, and the mistake of averaging gamma
c_stiff = speed(x0, T, heat_capacities(T, 1.05))
gammas = 1 + 1 / ks
x_gamma = brentq(lambda x: average(x, gammas) / average(x, MASSES)
                 - c_measured**2 / (R * T), 0, 1, xtol=1e-13)
assert abs(x_gamma - x0) > 10 * abs(dx_dc) * c_noise

print(f"T = {T:.0f} K, p = {pressure / TORR:.0f} Torr, c = {c_measured:.1f} m/s")
print(f"molar masses N2, precursor: {MASSES[0]*1e3:.2f}, {MASSES[1]*1e3:.1f} g/mol")
print(f"N2 wavenumber: {N2_MODE[0]:.0f} cm^-1")
print("precursor wavenumbers:", *PRECURSOR_MODES.astype(int), "cm^-1")
print(f"Cv/R of N2, precursor: {ks[0]:.4f}, {ks[1]:.4f}")
print(f"gamma of N2, precursor: {gammas[0]:.4f}, {gammas[1]:.4f}")
print(f"speed in pure N2, pure precursor: {speed(0., T):.2f}, {speed(1., T):.2f} m/s")
print(f"target c^2/(RT): {c_measured**2 / (R * T):.5f} mol/kg")
print("step, lower x, upper x, width:")
for number, (low, high) in enumerate(history):
    print(f"  {number} {low:.10f} {high:.10f} {max(high - low, 0):.1e}")
print(f"most steps over test compositions: {most_steps}")
print(f"bisection steps for width 1e-12: {int(np.ceil(np.log2(1e12)))}")
print(f"recovered mole fraction x: {x0:.6f}")
print(f"mixture M: {M0*1e3:.3f} g/mol, Cv/R: {k0:.4f}, gamma: {gamma0:.4f}")
print(f"precursor partial pressure: {x0 * pressure / TORR:.3f} Torr")
print(f"carrier flow: {carrier_sccm:.0f} sccm")
print(f"precursor flow: {carrier_sccm * x0 / (1 - x0):.3f} sccm")
print(f"D = -d ln(c^2)/dx: {D:.4f}")
print(f"dx/dc: {dx_dc:.4e} per m/s")
print(f"x noise for {c_noise:.1f} m/s noise: {abs(dx_dc) * c_noise:.2e}")
print(f"dx/dT for entered T: {dx_dT:.4e} per K")
print(f"two-root case: M ratio {bad_m[1]:.1f}, Cv/R {bad_k[0]:.1f} to {bad_k[1]:.1f}")
print(f"  M1 c^2/(RT) = {bad_level:.2f}, x = {two_roots[0]:.4f}, {two_roots[1]:.4f}")
print(f"x with mole-averaged gamma: {x_gamma:.6f}, error {x_gamma - x0:+.2e}")
print(f"vdW a: {a_species[0]:.2f}, {a_species[1]:.2f} Pa m^6/mol^2")
print(f"vdW b: {b_species[0]:.1e}, {b_species[1]:.1e} m^3/mol")
print(f"real gas: dc {c_vdw - c_measured:+.4f} m/s, x bias {bias(c_vdw):+.2e}")
print(f"collision diameter {collision_diameter*1e9:.1f} nm, "
      f"{collisions_to_relax} collisions to relax")
print(f"relaxation time: {tau*1e6:.4f} us, omega tau: {omega * tau:.2e}")
print(f"relaxation at {frequency/1e3:.0f} kHz: x bias {bias(c_relaxing):+.2e}")
print(f"precursor vibrations frozen: c {c_frozen:.2f} m/s, x bias {bias(c_frozen):+.2e}")
print(f"N2 vibration frozen: x bias {bias(c_n2_frozen):+.2e}")
print(f"duct radius {duct_radius*1e3:.0f} mm, first cross mode {cut_on/1e3:.2f} kHz")
print(f"viscosity {viscosity:.1e} Pa s, Prandtl number {prandtl:.1f}")
print(f"wall shift of c: formula {wall_shift(x0):.5f}, Bessel {bessel_shift:.5f}")
print(f"duct speed: {c_duct:.3f} m/s, x bias {x_raw - x0:+.2e}")
print(f"x bias after one wall correction: {x_corrected - x0:+.2e}")
print(f"HCl mole fraction {hcl:.2f}: x bias {bias(c_hcl):+.2e}")
print(f"precursor wavenumbers 5% higher: x bias {bias(c_stiff):+.2e}")
print("tests ok")
```

Printed output:

```
T = 350 K, p = 100 Torr, c = 330.0 m/s
molar masses N2, precursor: 28.01, 189.7 g/mol
N2 wavenumber: 2330 cm^-1
precursor wavenumbers: 390 115 115 500 500 500 140 140 140 cm^-1
Cv/R of N2, precursor: 2.5064, 10.8269
gamma of N2, precursor: 1.3990, 1.0924
speed in pure N2, pure precursor: 381.24, 129.45 m/s
target c^2/(RT): 37.42188 mol/kg
step, lower x, upper x, width:
  0 0.0000000000 1.0000000000 1.0e+00
  1 0.0373178633 0.2834296921 2.5e-01
  2 0.0481431144 0.0622683088 1.4e-02
  3 0.0487833240 0.0488278870 4.5e-05
  4 0.0487853458 0.0487853462 4.4e-10
  5 0.0487853458 0.0487853458 0.0e+00
most steps over test compositions: 8
bisection steps for width 1e-12: 40
recovered mole fraction x: 0.048785
mixture M: 35.898 g/mol, Cv/R: 2.9123, gamma: 1.3434
precursor partial pressure: 4.879 Torr
carrier flow: 100 sccm
precursor flow: 5.129 sccm
D = -d ln(c^2)/dx: 5.2344
dx/dc: -1.1578e-03 per m/s
x noise for 0.1 m/s noise: 1.16e-04
dx/dT for entered T: 5.3903e-04 per K
two-root case: M ratio 1.2, Cv/R 2.5 to 1.5
  M1 c^2/(RT) = 1.38, x = 0.1952, 0.9280
x with mole-averaged gamma: 0.055180, error +6.39e-03
vdW a: 0.14, 2.50 Pa m^6/mol^2
vdW b: 4.0e-05, 1.4e-04 m^3/mol
real gas: dc -0.0047 m/s, x bias +5.39e-06
collision diameter 0.5 nm, 100 collisions to relax
relaxation time: 0.0838 us, omega tau: 2.63e-03
relaxation at 5 kHz: x bias -3.96e-08
precursor vibrations frozen: c 336.30 m/s, x bias -7.11e-03
N2 vibration frozen: x bias -1.01e-04
duct radius 10 mm, first cross mode 9.67 kHz
viscosity 2.0e-05 Pa s, Prandtl number 0.7
wall shift of c: formula 0.00620, Bessel 0.00617
duct speed: 327.952 m/s, x bias +2.39e-03
x bias after one wall correction: +1.74e-05
HCl mole fraction 0.01: x bias +4.49e-04
precursor wavenumbers 5% higher: x bias -8.15e-05
tests ok
```
